The Magnetic Field Where a Donor's Cyclotron Energy Equals Twice Its Rydberg

**Problem**

An electron in a semiconductor has effective mass m = 0.12, in units of the free-electron mass, and the static dielectric constant is κ = 16. A shallow donor binds the electron with the energy Ry*, the donor Rydberg, when no field is applied. At what magnetic field B does the cyclotron energy ω_c of the band electron equal 2Ry*? Can the donor's 1s level at that field still be found by first-order perturbation theory, and is the electron bound more or less strongly than at zero field?

The band is taken as single, isotropic and parabolic, and the donor as a point charge screened by κ at all distances. Spin is left out. The parameters are round values and stand for no particular material. Hartree atomic units are used, so that ħ, the elementary charge e, the free-electron mass and the Bohr radius a₀ all equal 1. The unit of magnetic field is ħ/(e a₀²) = 2.35052 × 10⁵ T.

**A tempting solution**

For a hydrogen atom in vacuum the cyclotron energy is B and twice the Rydberg is 1 hartree. The two are equal at B = 1, which is 2.35052 × 10⁵ T. A donor is a hydrogen atom whose energies are all reduced by the factor m/κ². Here

m/κ² = 0.12/256 = 4.6875 × 10⁻⁴.

If the energy to be matched is smaller by this factor, the field should be smaller by it too:

B = 4.6875 × 10⁻⁴ × 2.35052 × 10⁵ T ≈ 110 T. (wrong)

**Where it fails**

The reduction of the donor energy is right. The fault lies in the last step, which turns an energy into a field at the rate valid for a free electron, one hartree per atomic unit of field. The electron that circles in the field is the band electron, and its light mass makes it circle faster. Its cyclotron energy is B/m, as derived below. At the field just found it would be

B/m = 4.6875 × 10⁻⁴/0.12 = 3.906 × 10⁻³ hartree,

which exceeds the target of 4.6875 × 10⁻⁴ hartree by the factor 1/0.12 ≈ 8.3. The effective mass enters the problem twice, once in the binding and once in the orbital motion, and the tempting solution used it once.

**The cyclotron energy**

Let the field point along z. The electron has charge −1, so its kinetic momentum is p + A, and

H = (p + A)²/(2m).

The choice A = (0, Bx, 0) gives the required field, since ∂A_y/∂x = B. This Hamiltonian contains neither y nor z, so p_y and p_z are conserved. Put

ψ = exp(iky + iqz) X(x).

Then p_y + Bx acts as k + Bx, and

−X″/(2m) + (k + Bx)² X/(2m) = [E − q²/(2m)] X.

Taking B out of the square gives (k + Bx)² = B²(x − x₀)² with x₀ = −k/B. The potential is therefore that of a harmonic oscillator centred at x₀. Comparing it with the standard form,

mω_c²/2 = B²/(2m), so ω_c = B/m.

The energies are

E = (n + 1/2) B/m + q²/(2m), n = 0, 1, 2, …

The momentum k moves the centre of the orbit and leaves the energy unchanged. The spacing of the levels at fixed q is the cyclotron energy B/m.

The lowest oscillator function is exp[−mω_c(x − x₀)²/2]. Because mω_c = B, this is exp[−B(x − x₀)²/2], with a width set by the magnetic length

l = 1/√B.

The mass has dropped out: it affects how fast the electron circles, but not the size of the lowest orbit.

**The donor Rydberg**

At zero field the donor Hamiltonian is

H₀ = −∇²/(2m) − 1/(κr).

Try ψ₀ = exp(−r/a). For a function of r alone, ∇²ψ = ψ″ + 2ψ′/r, so

∇²ψ₀ = [1/a² − 2/(ar)] ψ₀,

H₀ψ₀ = [−1/(2ma²) + 1/(mar) − 1/(κr)] ψ₀.

An eigenfunction needs a bracket that does not depend on r. The two terms in 1/r cancel if ma = κ, which fixes the donor Bohr radius:

a* = κ/m.

The remaining constant is the energy,

E₀ = −1/(2ma*²) = −m/(2κ²).

The function has no nodes, so it is the ground state. The band edge lies at zero energy, and the binding energy is

Ry* = m/(2κ²).

It follows that 2Ry* = m/κ² = 1/(ma*²), a form used repeatedly below.

**The required field**

Setting the cyclotron energy equal to twice the Rydberg gives

B/m = m/κ².

Multiplying by m,

B = m²/κ².

For the given parameters,

Ry* = 0.12/(2 × 256) = 2.34375 × 10⁻⁴ hartree,

2Ry* = 4.6875 × 10⁻⁴ hartree, or 12.76 meV,

B = 0.12 × 4.6875 × 10⁻⁴ = 5.625 × 10⁻⁵ atomic units.

In tesla,

**B = 5.625 × 10⁻⁵ × 2.35052 × 10⁵ T = 13.22 T, or about 13 T.**

For m = κ = 1 the formula returns the hydrogen value B = 1, as it must. A numerical search that equates the Landau spacing with twice the donor binding energy, each computed from its own Hamiltonian, gives 5.6251 × 10⁻⁵ atomic units.

The second digit of the answer depends on how well the parameters are known. Taking the logarithm of B = m²/κ² and differentiating,

dB/B = 2 dm/m − 2 dκ/κ.

Relative errors in m and κ are doubled in B. A mass of 0.115 gives 12.14 T and a mass of 0.125 gives 14.35 T, so a change of about 4% in the mass moves the field by about 8%. The same rule applies if strain changes the mass slightly while leaving the band isotropic, provided that the change of κ under the same strain is included through the second term.

**What the factor of two means**

The ratio

γ = ω_c/(2Ry*) = Bκ²/m²

measures the field on the donor's own scale. Since a* = κ/m and l = 1/√B, it is also a ratio of areas:

γ = B a*² = (a*/l)².

The condition of the problem is γ = 1. The magnetic length then equals the donor Bohr radius, and both are 133.33 bohr here. The field would confine a free band electron, across its own direction, to about the size that the donor gives it.

The same condition can be read as an equality of two energies measured from the band edge. The lowest Landau level lies at ω_c/2, and at γ = 1 this equals Ry*. If one instead sets the full spacing ω_c equal to a single Rydberg, then γ = 1/2 and the field is half as large, 6.61 T. Both conditions mark the same range of fields, but a quoted number has to say which one it belongs to.

**The donor in the field**

For the donor, a gauge symmetric about the field axis is more convenient:

A = (−By/2, Bx/2, 0).

Its divergence vanishes, so p·A = A·p and

(p + A)² = p² + 2A·p + A².

The middle term is 2A·p = B(x p_y − y p_x) = B L_z. The last is A² = B²ρ²/4, with ρ² = x² + y². Hence

H = p²/(2m) − 1/(κr) + B L_z/(2m) + B²ρ²/(8m).

Every term is symmetric under rotation about z, so L_z is conserved. The 1s state has L_z = 0 and keeps this value as the field grows. The linear term vanishes for it, leaving the diamagnetic term B²ρ²/(8m), which is never negative and raises the level.

Now measure length in a* and energy in 2Ry* = m/κ². With r = a*s and ρ = a*σ, the kinetic term acquires 1/(ma*²) = m/κ², and the Coulomb term acquires 1/(κa*) = m/κ². The diamagnetic coefficient, divided by the energy unit, becomes

[B²a*²/(8m)]/[1/(ma*²)] = B²a*⁴/8 = γ²/8.

The reduced Hamiltonian for L_z = 0 is therefore

h = −∇²/2 − 1/s + γ²σ²/8.

Mass and dielectric constant have disappeared except through γ. Within this model, all donors at γ = 1 have the same energies in units of their own Rydberg.

**Weak field**

To first order in γ², the rise of the level is the mean of the diamagnetic term in the zero-field state exp(−s). The integrals ∫sⁿ exp(−2s) ds = n!/2ⁿ⁺¹ give

⟨s²⟩ = (4!/2⁵)/(2!/2³) = (3/4)/(1/4) = 3.

The state is spherical, so two of the three directions contribute ⟨σ²⟩ = 2. The rise is γ²/8 × 2 = γ²/4 in units of 2Ry*, or

ΔE₁ = (γ²/2) Ry*.

At γ = 0.05 the rise found by diagonalization is 0.9973 of this value.

**At the required field**

At γ = 1 the first-order formula gives a rise of 0.5 Ry*. This cannot be less than the true rise. The zero-field function is an admissible trial function for h, and its mean energy is the zero-field energy plus ΔE₁. The variational principle places the true lowest energy with L_z = 0 at or below that mean.

Diagonalization at γ = 1 gives

E = −1.5524 × 10⁻⁴ hartree = −0.6623 Ry*,

so the true rise is

1 − 0.6623 = 0.3377, in units of Ry*.

The first-order value is 1.48 times as large, an overestimate of 48% relative to the true rise. First-order theory is not adequate at 13 T for this donor.

The reason is that the wave function does not keep its zero-field size. Write λ = γ². The lowest energy is the minimum, over all normalized trial functions, of

⟨−∇²/2 − 1/s⟩ + λ⟨σ²⟩/8.

For each fixed trial function this is a straight line in λ. The minimum of a family of straight lines is a concave curve, so its slope cannot increase with λ. By the Hellmann–Feynman theorem the slope is ⟨σ²⟩/8 in the actual state. Hence ⟨σ²⟩ cannot grow with the field: the electron is squeezed towards the axis, and each further increase of λ costs less energy than first-order theory assumes.

The size of the effect follows from the numbers. The true rise is the integral of the slope from λ = 0 to 1, whereas first-order theory keeps the slope at its initial value. Their ratio, 0.3377/0.5 = 0.675, is therefore the average of ⟨σ²⟩ over this range of λ, divided by its zero-field value. Since ⟨σ²⟩ does not increase, at γ = 1 it is at most 0.675 of its zero-field value.

A short calculation shows how much a simple contraction achieves. Take the trial function exp(−ζs), with ζ > 1 for a smaller orbit. Scaling the zero-field results gives a kinetic energy ζ²/2, a Coulomb energy −ζ and ⟨σ²⟩ = 2/ζ², so that

E(ζ) = ζ²/2 − ζ + γ²/(4ζ²), in units of 2Ry*.

The derivative vanishes when

ζ − 1 − γ²/(2ζ³) = 0, or ζ³(ζ − 1) = γ²/2.

For γ = 1 the right side is 0.5. The value ζ = 5/4 gives 0.488 on the left and is close enough to the minimum. Then

E(5/4) = 0.78125 − 1.25 + 0.16 = −0.30875.

The zero-field energy is −0.5 in this unit, so the rise is 0.19125 × 2Ry* = 0.3825 Ry*. This is again an upper bound, now much nearer to 0.3377 Ry*. A uniform contraction thus removes 0.1175 Ry* of the first-order excess of 0.1623 Ry*. The remaining 0.045 Ry* requires a function of another shape, which a single spherical exponential cannot supply. The best spherical function of any radial form gives a rise of about 0.352 Ry*, so about 0.030 Ry* of the remainder comes from the radial profile and about 0.015 Ry* from the loss of spherical symmetry.

**Is the electron bound more strongly?**

The level has moved up towards the zero-field band edge, which might suggest weaker binding. But the band edge is no longer the energy of a free electron at rest. In the field, an electron removed from the donor has at least the energy of the lowest Landau level, ω_c/2. The binding energy is the distance to this threshold:

E_b = ω_c/2 − E.

The threshold also applies to states with L_z = 0. Without the Coulomb term, their transverse motion is that of a two-dimensional oscillator in the potential B²ρ²/(8m), with frequency B/(2m). Its ground-state energy, half a quantum for each of two directions, is B/(2m) = ω_c/2.

At γ = 1 the threshold lies at Ry*, so

E_b = (1 + 0.6623) Ry* = 1.6623 Ry* = 3.896 × 10⁻⁴ hartree.

The field has raised the donor level by 0.34 Ry* and the threshold by 1 Ry*. The electron is bound about 66% more strongly than at zero field.

The increase can be shown without diagonalization over a range of fields. The threshold rises by γRy* and the level by at most (γ²/2)Ry*, so

E_b ≥ (1 + γ − γ²/2) Ry*.

The right side exceeds Ry* for 0 < γ < 2. In weak fields the threshold rises linearly and the level quadratically, so the binding energy grows at first as γRy*. At γ = 1 the bound is 1.5 Ry*, below the computed 1.6623 Ry*, as it should be.

**Strong field**

For large γ the quadratic law fails altogether, and another trial function shows why. Take the Gaussian exp(−γs²/4), whose dependence on σ is that of the lowest Landau orbit. Its transverse energy is γ/2, in units of 2Ry*. Along z the probability density is proportional to exp(−γz²/2), with variance 1/γ, so ⟨p_z²⟩ = γ/4 and the kinetic energy is γ/8. The Coulomb term needs

⟨1/s⟩ = ∫s exp(−γs²/2) ds / ∫s² exp(−γs²/2) ds = (1/γ)/(√(π/2) γ^(−3/2)) = √(2γ/π).

Therefore

E ≤ 5γ/8 − √(2γ/π), in units of 2Ry*.

The level can rise no faster than linearly at large γ, while first-order theory has it rising as γ²/4. At γ = 4 the Gaussian gives a bound of 0.90 and the zero-field function one of 3.5. At γ = 1 the order is reversed: the Gaussian gives −0.17 and the zero-field function −0.25. Both values lie well above the computed energy, which is −0.33 in this unit, so at the field of this problem neither of these two functions gives a good estimate of the energy.

**When the result does not apply**

The formula B = m²/κ² uses one mass for two purposes. In an anisotropic band the cyclotron mass depends on the direction of the field, while the donor binding involves all components of the mass tensor, and the two no longer combine into m². If the donor core binds the electron more strongly than the screened point charge does, the actual zero-field binding energy exceeds m/(2κ²). A condition that uses this actual energy then requires a higher field. A band that is not parabolic on the scale of 12.76 meV would have a cyclotron energy that is not simply proportional to B.

Spin adds a Zeeman energy to each level. If the bound and the free electron have the same g factor and the same spin direction, this energy shifts the level and its threshold equally and cancels in E_b. The cyclotron energy in the condition of the problem is an orbital quantity and is unaffected.

The donor energies found by diagonalization at zero field and at γ = 1 are listed in the check's output.

Computed values

```
effective mass m                      = 0.12 electron masses
dielectric constant kappa             = 16
donor Bohr radius                     = 133.33 bohr
donor Rydberg                         = 2.34375e-04 hartree
common energy, twice the Rydberg      = 4.6875e-04 hartree
common energy, converted              = 12.76 meV
required field, formula               = 5.6250e-05 a.u.
required field, numerical root        = 5.6251e-05 a.u.
atomic unit of field                  = 2.35052e+05 T
required field, converted             = 13.22 T
magnetic length at this field         = 133.33 bohr
required field for mass 0.115         = 12.14 T
required field for mass 0.125         = 14.35 T
field for cyclotron = one Rydberg     = 6.61 T
1s energy at required field           = -1.5524e-04 hartree
1s energy / Rydberg                   = -0.6623
true rise of 1s / Rydberg             = 0.3377
first-order rise / Rydberg            = 0.5000
first-order rise / true rise          = 1.481
weak-field test, gamma                = 0.05
true / first-order rise at that gamma = 0.9973
binding in field                      = 3.8961e-04 hartree
binding in field / Rydberg            = 1.6623
```
